# Lateral decay of oxidant in a thin pad oxide under nitride: a numerical check

```python
"""
Result under test: oxidant in an oxide layer of thickness d, between an
impermeable mask (top) and reacting silicon (bottom), decays laterally as
exp(-x/lam), with lam -> L = sqrt(D d / k) when h = k d / D is small.
For every h:  L^2 + d^2/3 < lam^2 < L^2 + 4 d^2/pi^2.
D: oxidant diffusivity, k: interface reaction velocity,
z: lowest root of z tan z = h, lam = d/z.
The independent check is a two-dimensional finite-volume solution that
includes the open oxide beside the mask.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh, spsolve


def mode_root(h, number=1):
    """Root of z tan z = h on its branch, number = 1 for the slowest decay."""
    low = (number - 1) * np.pi
    return brentq(lambda z: z * np.sin(z) - h * np.cos(z),
                  low, low + np.pi / 2, xtol=1e-14)


def chain(m):
    """Conductance matrix of m cells in a row with closed ends."""
    main = np.full(m, 2.0)
    main[0] = main[-1] = 1.0
    off = -np.ones(m - 1)
    return diags([off, main, off], [-1, 0, 1])


def solve_strip(h, n):
    """Lengths in units of d, concentration in units of the open-surface value.
    n square cells across the layer; mask covers x > 0, open for -4 < x < 0."""
    s = 1.0 / n
    thin_length = 1 / np.sqrt(h)
    n_open = 4 * n
    nx = n_open + int((8 * thin_length + 6) * n)
    matrix = kron(chain(nx), identity(n)) + kron(identity(nx), chain(n))
    extra = np.zeros((nx, n))
    source = np.zeros((nx, n))
    extra[:, 0] += h * s / (1 + h * s / 2)      # reaction at the silicon
    extra[:n_open, -1] += 2.0                   # open surface held at 1
    source[:n_open, -1] = 2.0
    matrix = (matrix + diags(extra.ravel())).tocsc()
    conc = spsolve(matrix, source.ravel()).reshape(nx, n)
    x = (np.arange(nx) + 0.5) * s - 4
    mean = conc.mean(axis=1)
    a = np.searchsorted(x, 4.0)
    b = np.searchsorted(x, 4.0 + 2 * thin_length)
    lam = (x[b] - x[a]) / np.log(mean[a] / mean[b])
    amplitude = mean[a] * np.exp(x[a] / lam)
    drop = mean[a] / (conc[a, 0] / (1 + h * s / 2))
    return lam, amplitude, drop, matrix * n**2


# ---- Rough typical values, wet oxidation near 1000 C ----
temp_c = 1000.0
D_cm2 = 6e-10            # cm2/s
k_cm = 5e-5              # cm/s
d = 15.0                 # nm
solubility = 3e19        # oxidant molecules per cm3 of oxide
used_per_volume = 4.4e22  # oxidant molecules used per cm3 of oxide grown
D = D_cm2 * 1e14         # nm2/s
k = k_cm * 1e7           # nm/s
h_ex = k * d / D
L = np.sqrt(D * d / k)
lam_ex = d / mode_root(h_ex)

print("INPUTS (rough typical values)")
print(f"temperature = {temp_c:.0f} C")
print(f"diffusivity D = {D_cm2:.1e} cm2/s = {D:.1e} nm2/s")
print(f"reaction velocity k = {k_cm:.1e} cm/s = {k:.0f} nm/s")
print(f"pad oxide thickness d = {d:.1f} nm")
print(f"oxidant solubility = {solubility:.1e} cm^-3")
print(f"oxidant used per oxide volume = {used_per_volume:.1e} cm^-3")

# ---- Bounds over six decades of h ----
for h in np.logspace(-3, 3, 61):
    lam_sq = 1 / mode_root(h)**2
    assert 1 / h + 1 / 3 < lam_sq < 1 / h + 4 / np.pi**2

# ---- Two-dimensional solution against root and thin-layer law ----
print("DECAY LENGTH / L: two-dimensional solution, root, 1 + h/6")
ratios = []
for h in (0.03, h_ex, 1.0, 3.0):
    lam_2d = solve_strip(h, 16)[0]
    root_lam = 1 / mode_root(h)
    assert abs(lam_2d / root_lam - 1) < 2e-3   # second-order grid error
    ratios.append(lam_2d * np.sqrt(h))
    print(f"h = {h:.3f}: {ratios[-1]:.4f}, {root_lam*np.sqrt(h):.4f}, "
          f"{1 + h/6:.4f}")
assert abs(ratios[0] - 1) < 0.01               # thin layer: the law holds
assert ratios[-1] > 1.3                        # thick layer: the law fails
assert np.all(np.diff(ratios) > 0)

lam_fine, amp_fine, drop_fine, _ = solve_strip(h_ex, 32)
_, amp_coarse, _, rate_matrix = solve_strip(h_ex, 16)
assert abs(lam_fine * d / lam_ex - 1) < 1e-3
assert abs(drop_fine - (1 + h_ex / 3)) < 1.5e-3
# the gradient is singular at the mask edge, so convergence is first order
assert abs(amp_fine / amp_coarse - 1) < 0.02

# ---- Slowest relaxation rate of the same strip, in units of D/d^2 ----
slow_rate = eigsh(rate_matrix, k=1, sigma=0, which="LM",
                  return_eigenvectors=False)[0]
z_sq = mode_root(h_ex)**2
assert 0.999 * z_sq < slow_rate < 1.05 * z_sq  # excess from finite length

print("RESULTS FOR THE PAD OXIDE")
print(f"D/k = {D/k:.1f} nm")
print(f"h = k d/D = {h_ex:.4f}")
print(f"thin-layer length L = {L:.2f} nm = {L*1e-3:.4f} um")
print(f"lowest root z = {mode_root(h_ex):.5f}")
print(f"full decay length lam = {lam_ex:.2f} nm")
print(f"lower bound on lam = {np.sqrt(L**2 + d**2/3):.2f} nm")
print(f"upper bound on lam = {np.sqrt(L**2 + 4*d**2/np.pi**2):.2f} nm")
print(f"decay length of second mode = {d/mode_root(h_ex, 2):.2f} nm")
print(f"average / interface concentration, 2D = {drop_fine:.4f}")
print(f"1 + h/3 = {1 + h_ex/3:.4f}")
print(f"edge amplitude / open-surface value: {amp_coarse:.3f} (16 cells), "
      f"{amp_fine:.3f} (32 cells)")

# ---- Time scales ----
growth = k * solubility / used_per_volume      # nm/s at full concentration
relax_time = lam_ex**2 / D
double_time = d / growth
assert relax_time < 0.01 * double_time
print("TIME SCALES")
print(f"oxidant relaxation time lam^2/D = {relax_time:.4f} s")
print(f"slowest rate, 2D / root value = {slow_rate/z_sq:.4f}")
print(f"growth rate at full concentration = {growth:.3f} nm/s")
print(f"thickness doubling time at mask edge = {double_time:.1f} s")

# ---- Neglected: thickening, thin-layer model with thickness d(x, t) ----
dx = 1.0
x = np.arange(0, 601) * dx
thick = np.full(x.size, d)


def profile(thickness):
    """Quasi-steady c(x) with c(0) = 1 and a closed far end."""
    face = D * (thickness[1:] + thickness[:-1]) / 2 / dx**2
    right = np.append(face[1:], 0.0)
    bands = np.zeros((3, face.size))
    bands[0, 1:] = -face[1:]
    bands[1] = face + right + k
    bands[2, :-1] = -face[1:]
    rhs = np.zeros(face.size)
    rhs[0] = face[0]
    return np.append(1.0, solve_banded((1, 1), bands, rhs))


def reach(c):
    """Distance at which c has fallen to 1/e."""
    return np.interp(1.0, -np.log(c), x)


reach_start = reach(profile(thick))
assert abs(reach_start / L - 1) < 1e-3
steps = 400
for _ in range(steps):
    thick = thick + growth * profile(thick) * double_time / steps
reach_end = reach(profile(thick))
assert abs(thick[0] / (2 * d) - 1) < 1e-9
assert reach_end > reach_start

field = 500.0                                  # nm, field oxide
field_time = ((field - d) + k * (field**2 - d**2) / (2 * D)) / growth
lam_field = field / mode_root(k * field / D)

# ---- Neglected: stress, orientation, temperature ----
kelvin = temp_c + const.zero_Celsius
pressure = 1e8                                 # Pa
vol_k, vol_D = 12.5, 75.0                      # cubic angstrom, rough
stress_factor = np.exp(-pressure * (vol_D - vol_k) * 1e-30
                       / (2 * const.k * kelvin))
orientation = 1.7                              # k(111)/k(100), rough
energy_gap = 1.2                               # eV, activation of k minus D
cool_c = 900.0
kb_ev = const.k / const.e
cool_factor = np.exp(energy_gap / (2 * kb_ev)
                     * (1 / (cool_c + const.zero_Celsius) - 1 / kelvin))

print("NEGLECTED EFFECTS")
print(f"1/e reach at start, thin-layer model = {reach_start:.2f} nm")
print(f"1/e reach when edge thickness has doubled = {reach_end:.2f} nm")
print(f"time to grow {field:.0f} nm field oxide = {field_time/60:.0f} min")
print(f"field time / doubling time = {field_time/double_time:.0f}")
print(f"lam in a uniform {field:.0f} nm layer = {lam_field:.0f} nm")
print(f"L in a uniform {field:.0f} nm layer = {np.sqrt(D*field/k):.0f} nm")
print(f"stress: pressure = {pressure*1e-9:.1f} GPa, activation volumes "
      f"k {vol_k:.1f}, D {vol_D:.1f} A^3")
print(f"L under this stress = {L*stress_factor:.1f} nm "
      f"(factor {stress_factor:.3f})")
print(f"orientation: k(111)/k(100) = {orientation:.1f}, "
      f"L = {L/np.sqrt(orientation):.1f} nm")
print(f"activation energy of k minus that of D = {energy_gap:.1f} eV")
print(f"L at {cool_c:.0f} C = {L*cool_factor:.1f} nm "
      f"(factor {cool_factor:.3f})")
print("all tests passed")
```

It prints:

```
INPUTS (rough typical values)
temperature = 1000 C
diffusivity D = 6.0e-10 cm2/s = 6.0e+04 nm2/s
reaction velocity k = 5.0e-05 cm/s = 500 nm/s
pad oxide thickness d = 15.0 nm
oxidant solubility = 3.0e+19 cm^-3
oxidant used per oxide volume = 4.4e+22 cm^-3
DECAY LENGTH / L: two-dimensional solution, root, 1 + h/6
h = 0.030: 1.0050, 1.0050, 1.0050
h = 0.125: 1.0208, 1.0208, 1.0208
h = 1.000: 1.1627, 1.1623, 1.1667
h = 3.000: 1.4533, 1.4525, 1.5000
RESULTS FOR THE PAD OXIDE
D/k = 120.0 nm
h = k d/D = 0.1250
thin-layer length L = 42.43 nm = 0.0424 um
lowest root z = 0.34635
full decay length lam = 43.31 nm
lower bound on lam = 43.30 nm
upper bound on lam = 43.49 nm
decay length of second mode = 4.72 nm
average / interface concentration, 2D = 1.0420
1 + h/3 = 1.0417
edge amplitude / open-surface value: 0.825 (16 cells), 0.828 (32 cells)
TIME SCALES
oxidant relaxation time lam^2/D = 0.0313 s
slowest rate, 2D / root value = 1.0243
growth rate at full concentration = 0.341 nm/s
thickness doubling time at mask edge = 44.0 s
NEGLECTED EFFECTS
1/e reach at start, thin-layer model = 42.43 nm
1/e reach when edge thickness has doubled = 57.28 nm
time to grow 500 nm field oxide = 75 min
field time / doubling time = 102
lam in a uniform 500 nm layer = 392 nm
L in a uniform 500 nm layer = 245 nm
stress: pressure = 0.1 GPa, activation volumes k 12.5, D 75.0 A^3
L under this stress = 35.5 nm (factor 0.837)
orientation: k(111)/k(100) = 1.7, L = 32.5 nm
activation energy of k minus that of D = 1.2 eV
L at 900 C = 67.6 nm (factor 1.594)
all tests passed
```
